# Vacuum field of quasistatic surface phonon polaritons, derived two ways

## Definitions and conventions

A non-magnetic polar crystal fills the half-space $z<0$, and vacuum fills $z>0$. Electrostatics is written in Gaussian form and Rydberg units are used: $\hbar=1$, $e^2=2$, lengths in bohr, energies in Ry. The speed of light is $c=2/\alpha$, with $\alpha$ the fine-structure constant. In-plane position is $\boldsymbol\rho$, the in-plane wavevector is $\mathbf q=q\hat{\mathbf q}$, and $A$ is a periodic quantization area. The uniform component $q=0$ is omitted.

The crystal has one isotropic polar vibration and the local permittivity

$$
\varepsilon(\omega)=\varepsilon_\infty+\frac{S}{\omega_T^2-\omega^2-i\gamma\omega},\qquad S=\varepsilon_\infty(\omega_L^2-\omega_T^2).
$$

Here $\omega_T$ and $\omega_L$ are the transverse and longitudinal phonon frequencies, $\gamma$ is the damping rate, and $\varepsilon_\infty$ is the constant electronic permittivity. The static value is $\varepsilon_0=\varepsilon_\infty\omega_L^2/\omega_T^2$.

Quasistatic means $\mathbf E=-\nabla\phi$, with retardation neglected. At height $z$ the relevant wavevectors are of order $1/z$, so this requires $\omega z/c\ll1$. A local permittivity requires at least that $z$ be much larger than the lattice spacing; at the surface resonance the condition is stricter, as the worked example shows.

Two quantities are sought at zero temperature: the vacuum variance $\langle E^2\rangle$, mode by mode and in total, and its one-sided spectral density $J(\omega,z)$, normalized by $\int_0^\infty J\,d\omega=\langle E^2\rangle$.

## First derivation: quantizing the lattice

**Equations of motion.** Set $\gamma=0$. Let $\mathbf w$ be the relative ionic displacement multiplied by the square root of the reduced-mass density. With $4\pi b^2=S$ and background permittivity $\varepsilon_b=\varepsilon_\infty$ inside and $1$ outside, take

$$
L=\int_{z<0}\!\left[\tfrac12\dot{\mathbf w}^2-\tfrac12\omega_T^2\mathbf w^2+b\,\mathbf w\cdot\mathbf E\right]d^3r+\int\frac{\varepsilon_bE^2}{8\pi}\,d^3r .
$$

Varying $\mathbf w$ gives $\ddot{\mathbf w}=-\omega_T^2\mathbf w+b\mathbf E$. At frequency $\omega$ this means $\mathbf w=b\mathbf E/(\omega_T^2-\omega^2)$, and $\varepsilon_\infty\mathbf E+4\pi b\mathbf w$ reproduces $\varepsilon(\omega)\mathbf E$. Varying $\phi$ gives $\nabla\cdot\mathbf D=0$, with $\mathbf D=\varepsilon_b\mathbf E+4\pi b\mathbf w$. The potential has no velocity in $L$, so it is fixed by $\mathbf w$ at each instant.

Since $\mathbf E$ is a gradient and $\mathbf D$ has no divergence, $\int\mathbf E\cdot\mathbf D\,d^3r=0$. Therefore $\int b\,\mathbf w\cdot\mathbf E=-\int\varepsilon_bE^2/4\pi$. The electrical part of the energy, $-\int b\,\mathbf w\cdot\mathbf E-\int\varepsilon_bE^2/8\pi$, then equals $+\int\varepsilon_bE^2/8\pi$, and the total energy is positive.

**Which vibrations reach the vacuum.** Any $\mathbf w$ can be split as follows. Solve $\nabla^2f=\nabla\cdot\mathbf w$ in the crystal with $\partial_zf=w_z$ at the surface. Then $\mathbf t=\mathbf w-\nabla f$ has no divergence and no normal component at the surface. Next write $f=\psi+\chi$, where $\chi$ is harmonic and equals $f$ at the surface, so that $\psi=0$ there.

The three parts $\mathbf t$, $\nabla\psi$ and $\nabla\chi$ are mutually orthogonal. Integration by parts turns $\int\mathbf t\cdot\nabla f$ into terms containing $t_z$ at the surface or $\nabla\cdot\mathbf t$, both zero. It turns $\int\nabla\psi\cdot\nabla\chi$ into terms containing $\psi$ at the surface or $\nabla^2\chi$, again zero.

- The part $\mathbf t$ carries no bulk or surface charge. It produces no field and vibrates at $\omega_T$.
- For $\nabla\psi$, Gauss's law is solved by $\phi=4\pi b\psi/\varepsilon_\infty$ inside and $\phi=0$ outside. Then $\mathbf E=-4\pi b\mathbf w/\varepsilon_\infty$, and the squared frequency is $\omega_T^2+S/\varepsilon_\infty=\omega_L^2$.
- The harmonic part $\nabla\chi$ has surface charge, and it alone produces a field outside.

**Surface frequency.** A decaying harmonic function is proportional to $e^{i\mathbf q\cdot\boldsymbol\rho+qz}$, so $\mathbf w=w_z(i\hat{\mathbf q}+\hat{\mathbf z})$, with $w_z$ carrying this dependence. The potential is $\phi_qe^{i\mathbf q\cdot\boldsymbol\rho-q|z|}$. At the surface $E_z=+q\phi_q$ on the vacuum side and $-q\phi_q$ on the crystal side. Continuity of $D_z$ gives

$$
-\varepsilon_\infty q\phi_q+4\pi bw_z=q\phi_q
\quad\Rightarrow\quad
\phi_q=\frac{4\pi b\,w_z}{(\varepsilon_\infty+1)q}.
$$

Inside, $\mathbf E=-q(i\hat{\mathbf q}+\hat{\mathbf z})\phi=-4\pi b\mathbf w/(\varepsilon_\infty+1)$. Inserting this into the equation of motion yields

$$
\omega_S^2=\omega_T^2+\frac{S}{\varepsilon_\infty+1}
=\frac{\varepsilon_\infty\omega_L^2+\omega_T^2}{\varepsilon_\infty+1}
=\omega_T^2\,\frac{\varepsilon_0+1}{\varepsilon_\infty+1}.
$$

This is the solution of $\varepsilon(\omega_S)=-1$. It does not depend on $q$, because a sharp local interface has no length of its own in electrostatics.

**Quantization.** Expand the surface part as $\mathbf w=\sum_{\mathbf q}Q_{\mathbf q}\mathbf u_{\mathbf q}$, with

$$
\mathbf u_{\mathbf q}=\sqrt{q/A}\,(i\hat{\mathbf q}+\hat{\mathbf z})\,e^{i\mathbf q\cdot\boldsymbol\rho+qz}.
$$

The squared length of $i\hat{\mathbf q}+\hat{\mathbf z}$ is 2, so $\int|\mathbf u_{\mathbf q}|^2d^3r=A(q/A)\,2/(2q)=1$. Also $\mathbf u_{-\mathbf q}=\mathbf u_{\mathbf q}^*$, so a real displacement requires $Q_{-\mathbf q}=Q_{\mathbf q}^\dagger$.

By the constraint, the two terms of $L$ containing the field add to $\tfrac12\int b\,\mathbf w\cdot\mathbf E=-\tfrac12[S/(\varepsilon_\infty+1)]\sum|Q_{\mathbf q}|^2$. Hence

$$
L=\tfrac12\sum_{\mathbf q}\left(|\dot Q_{\mathbf q}|^2-\omega_S^2|Q_{\mathbf q}|^2\right).
$$

The terms $\mathbf q$ and $-\mathbf q$ both contain $\dot Q_{\mathbf q}$, so the conjugate momentum is $\Pi_{\mathbf q}=\dot Q_{-\mathbf q}$. Set

$$
Q_{\mathbf q}=\frac{a_{\mathbf q}+a_{-\mathbf q}^\dagger}{\sqrt{2\omega_S}},\qquad
\Pi_{\mathbf q}=-i\sqrt{\frac{\omega_S}{2}}\left(a_{-\mathbf q}-a_{\mathbf q}^\dagger\right).
$$

With $[a_{\mathbf q},a_{\mathbf q'}^\dagger]=\delta_{\mathbf q\mathbf q'}$, the commutator is $[Q_{\mathbf q},\Pi_{\mathbf q}]=-\tfrac i2(-1-1)=i$, as required. The Hamiltonian becomes $H=\sum_{\mathbf q}\omega_S(a_{\mathbf q}^\dagger a_{\mathbf q}+\tfrac12)$.

**Field of one mode.** Put $w_z=\sqrt{q/A}\,Q_{\mathbf q}$ into $\phi_q$. Above the surface

$$
\phi=\sum_{\mathbf q}g_q\,e^{i\mathbf q\cdot\boldsymbol\rho-qz}(a_{\mathbf q}+a_{-\mathbf q}^\dagger),\qquad
g_q^2=\frac{16\pi^2b^2}{(\varepsilon_\infty+1)^2qA}\,\frac1{2\omega_S}.
$$

Now use $4\pi b^2=(\varepsilon_\infty+1)(\omega_S^2-\omega_T^2)$ and, from the last form of $\omega_S^2$, $(\omega_S^2-\omega_T^2)/\omega_S^2=(\varepsilon_0-\varepsilon_\infty)/(\varepsilon_0+1)$. The result is

$$
g_q^2=\frac{2\pi\omega_SK}{qA},\qquad
K=\frac{\varepsilon_0-\varepsilon_\infty}{(\varepsilon_0+1)(\varepsilon_\infty+1)}.
$$

The number $K$ measures the ionic part of the surface response. It vanishes when $\varepsilon_0=\varepsilon_\infty$, that is, when the vibration carries no dipole.

The gradient gives $\mathbf E=\sum g_qq(\hat{\mathbf z}-i\hat{\mathbf q})e^{i\mathbf q\cdot\boldsymbol\rho-qz}(a_{\mathbf q}+a_{-\mathbf q}^\dagger)$. In the vacuum state each term pairs with its partner at $-\mathbf q$, and $(\hat{\mathbf z}-i\hat{\mathbf q})\cdot(\hat{\mathbf z}+i\hat{\mathbf q})=2$. The contribution of one mode is therefore

$$
\langle E^2\rangle_{\mathbf q}=2q^2g_q^2e^{-2qz}=\frac{4\pi\omega_SK\,q}{A}\,e^{-2qz}.
$$

**Energy check.** The energy density of the model at frequency $\omega$ is the mean of $\tfrac12\dot{\mathbf w}^2+\tfrac12\omega_T^2\mathbf w^2+\varepsilon_\infty E^2/8\pi$. With $\mathbf w=b\mathbf E/(\omega_T^2-\omega^2)$ this equals $[d(\omega\varepsilon)/d\omega]\langle E^2\rangle/8\pi$. At $\omega_S$ the bracket is $-1+\omega_S\varepsilon'$ inside, where $\varepsilon'=d\varepsilon/d\omega$, and $1$ outside. The two sides have equal field integrals, so the energy of one mode is

$$
\frac{1}{8\pi}\,A\,\frac{2q^2g_q^2}{2q}\,\omega_S\varepsilon'=\frac{\omega_S^2K\varepsilon'}{4}=\frac{\omega_S}{2}.
$$

The last equality uses $\varepsilon'=2\omega_SS/(\omega_S^2-\omega_T^2)^2=2/(K\omega_S)$. The mode holds its full zero-point energy.

**Sum over modes.** For large $A$, $\sum_{\mathbf q}\to A\int q\,dq/(2\pi)$, so

$$
\langle E^2\rangle=2\omega_SK\int_0^\infty q^2e^{-2qz}dq=2\omega_SK\,\frac{2}{(2z)^3}=\frac{\omega_SK}{2z^3}.
$$

Half of this is in $E_z$, and a quarter in each of $E_x$ and $E_y$. One power of $q$ in the integrand comes from the field of a mode and one from the number of modes; the integral then supplies $z^{-3}$. The integrand peaks at $qz=1$. Since all modes share one frequency,

$$
J(\omega,z)=\frac{\omega_SK}{2z^3}\,\delta(\omega-\omega_S)\qquad(\gamma=0).
$$

## Second derivation: reflection and fluctuations

**Response to a dipole.** Place a small oscillating dipole $\mathbf d$ at height $z$. Near the surface, each Fourier component of its potential varies as $e^{qz}$. Write the total as $e^{qz}-re^{-qz}$ outside and $te^{qz}$ inside. Continuity of $\phi$ and of $D_z$ gives $1-r=t$ and $1+r=\varepsilon t$, hence

$$
r(\omega)=\frac{\varepsilon(\omega)-1}{\varepsilon(\omega)+1}.
$$

Because $r$ is independent of $q$, the reflected potential of a point charge is that of an image charge multiplied by $-r$ at the mirror position. The image of $\mathbf d$ then has normal component $+rd_z$ and parallel component $-r\mathbf d_\parallel$.

At distance $R=2z$ along the normal, a dipole produces a field $2p_z/R^3$ from its normal component and $-\mathbf p_\parallel/R^3$ from its parallel one. The field returned to the source is $E_i=\chi_id_i$, with

$$
\chi_z=\frac{r}{4z^3},\qquad \chi_x=\chi_y=\frac{r}{8z^3},\qquad \sum_i\chi_i=\frac{r}{2z^3}.
$$

**From response to vacuum noise.** The coupling is $-\mathbf d\cdot\mathbf E$. First-order perturbation theory from the ground state of crystal and field, with excitation energies $\omega_n$, gives

$$
\chi_i(\omega)=\sum_n|\langle n|E_i|0\rangle|^2\left[\frac{1}{\omega_n-\omega-i0}+\frac{1}{\omega_n+\omega+i0}\right].
$$

For $\omega>0$ its imaginary part is $\pi\sum_n|\langle n|E_i|0\rangle|^2\delta(\omega-\omega_n)$. Without the factor $\pi$, this sum is the spectral density of $\langle E_i^2\rangle$. Adding the three directions,

$$
J(\omega,z)=\frac{1}{2\pi z^3}\,\mathrm{Im}\,\frac{\varepsilon(\omega)-1}{\varepsilon(\omega)+1}.
$$

In the quasistatic limit each frequency separately follows the law $z^{-3}$, and the crystal enters through one factor. Far from resonance, where $\mathrm{Im}\,r$ is very small, $\omega z/c\ll1$ alone does not ensure this limit: the free-space noise, which is $4(\omega z/c)^3/\mathrm{Im}\,r$ times this $J$, must also be negligible, as must the retarded corrections to the reflected field.

**Recovering the oscillator.** Let $D=\omega_T^2-\omega^2-i\gamma\omega$ and $D_S=\omega_S^2-\omega^2-i\gamma\omega$. Since $S=(\varepsilon_\infty+1)(\omega_S^2-\omega_T^2)$, one has $\varepsilon+1=(\varepsilon_\infty+1)D_S/D$. With $r=1-2/(\varepsilon+1)$ and $D=D_S-(\omega_S^2-\omega_T^2)$,

$$
r=\frac{\varepsilon_\infty-1}{\varepsilon_\infty+1}+\frac{2K\omega_S^2}{D_S},\qquad
\mathrm{Im}\,r=\frac{2K\omega_S^2\gamma\omega}{(\omega_S^2-\omega^2)^2+\gamma^2\omega^2}.
$$

As $\gamma\to0$, $\mathrm{Im}(1/D_S)\to\pi\delta(\omega-\omega_S)/(2\omega_S)$, so $\mathrm{Im}\,r\to\pi K\omega_S\delta(\omega-\omega_S)$. This reproduces the first derivation, including its prefactor.

**Finite damping.** Put $\gamma=2\omega_S\cos\theta$ and $\omega_1=\omega_S\sin\theta$, with $0<\theta<\pi/2$. The substitution $u=\omega^2$ gives

$$
\int_0^\infty\!\frac{\gamma\omega\,d\omega}{(\omega_S^2-\omega^2)^2+\gamma^2\omega^2}
=\frac{\gamma}{2}\int_0^\infty\!\frac{du}{(u+\omega_S^2\cos2\theta)^2+\gamma^2\omega_1^2}=\frac{\theta}{\omega_1}.
$$

The last step uses $\gamma\omega_1=\omega_S^2\sin2\theta$. Relative to the lossless value, the total variance is multiplied by $2\omega_S\theta/(\pi\omega_1)$, which is $1-\gamma/(\pi\omega_S)$ to first order in $\gamma$. Weak damping broadens the line and barely changes its area.

**Finite temperature.** For $\gamma=0$ and temperature $T$ in energy units, each oscillator variance gains the factor $\coth(\omega_S/2T)$. When $T\gg\omega_S$ this becomes $2T/\omega_S$, and $\langle E^2\rangle\to TK/z^3$. The frequency has dropped out, as expected of classical equipartition.

## Worked example and the limits of the law

Take a model crystal with $\omega_T=0.0070$ Ry, $\omega_L=0.0085$ Ry, $\varepsilon_\infty=4$ and $\gamma=8\times10^{-5}$ Ry. Then

$$
\omega_S=\sqrt{\frac{4(0.0085)^2+(0.0070)^2}{5}}=0.00822\ \text{Ry},\qquad
K=\frac{5.898-4}{6.898\times5}=0.0550 .
$$

The surface energy corresponds to 112 meV.

For one mode, take a square of side 4000 bohr and $q=0.009425$ bohr$^{-1}$. The rms force on an electron at the surface is

$$
\sqrt{\frac{2\times4\pi(0.00822)(0.0550)(0.009425)}{4000^2}}=2.59\times10^{-6}\ \text{Ry/bohr}.
$$

At $z=100$ bohr the factor $e^{-qz}=e^{-0.9425}$ reduces it to $1.01\times10^{-6}$ Ry/bohr. This number depends on the chosen area, whereas the sum over modes tends to a fixed value once the side of the square is much larger than $z$:

$$
\sqrt{e^2\langle E^2\rangle}=\sqrt{\frac{2(0.00822)(0.0550)}{2\times100^3}}=2.13\times10^{-5}\ \text{Ry/bohr},
$$

or $5.5\times10^6$ V/m. The variance is about 445 times that of the sample mode. This ratio is proportional to the chosen area $A$, so only the total has a meaning independent of the quantization box.

In the lossless model the modes are degenerate. A fixed dipole along $z$ therefore couples to one normalized combination of the $a_{\mathbf q}$, and the orthogonal combinations decouple. For a transition matrix element of $e\times1$ bohr, the coupling energy is $2.13\times10^{-5}/\sqrt2=1.5\times10^{-5}$ Ry. For a resonant emitter with coupling energy $g$, the amplitude decays as $e^{st}$ with $s(s+\gamma/2)+g^2=0$, so vacuum Rabi oscillation needs $g>\gamma/4=2\times10^{-5}$ Ry. The example lies just on the weak-coupling side. In this local model the threshold is crossed below about 83 bohr, or at 100 bohr for a matrix element above about $e\times1.3$ bohr.

At resonance $\mathrm{Im}\,r=2K\omega_S/\gamma=11.3$, and

$$
e^2J(\omega_S,z)=\frac{2\times11.3}{2\pi\times100^3}=3.6\times10^{-6}\ \text{Ry/bohr}^2 .
$$

For comparison, a free-space mode in volume $V$ has $\langle E^2\rangle=2\pi\omega/V$, because half of its energy $\omega/2$ is electric. Multiplying by the mode density $V\omega^2/(\pi^2c^3)$ gives $2\omega^3/(\pi c^3)$. The surface density is larger by $\mathrm{Im}\,r\,(c/\omega_Sz)^3/4\approx1.0\times10^8$. With $c/\omega_S=3.33\times10^4$ bohr, most of this factor is the cube of a length ratio, and the rest is the resonance.

**Where locality fails.** These peak values belong to the local model. In a real crystal the longitudinal branch disperses. Model it as $\omega^2=\omega_L^2-\beta^2k^2$, with $w_z=0$ at the surface. A longitudinal wave $e^{\kappa_Lz}$, with $\kappa_L^2=q^2-(\omega_L^2-\omega^2-i\gamma\omega)/\beta^2$, then joins the interior solution. Matching $\phi$, $D_z$ and $w_z$ gives $r=(\varepsilon-1-\Omega)/(\varepsilon+1+\Omega)$ with $\Omega=(\varepsilon-\varepsilon_\infty)q/(\varepsilon_\infty\kappa_L)$. At $\omega_S$ the longitudinal wave propagates with $k_L=\sqrt{\omega_L^2-\omega_S^2}/\beta$, and $\Omega\approx i(\varepsilon_\infty+1)q/(\varepsilon_\infty k_L)$ acts as extra damping. The local peak value therefore needs $1/(k_Lz)\ll\mathrm{Im}\,\varepsilon(\omega_S)$, not merely $z$ large compared with the lattice spacing. For $\beta=5$, 10 and 15 km/s this model lowers $J(\omega_S)$ to 0.82, 0.71 and 0.62 of the local value at 100 bohr, and to 0.98, 0.96 and 0.94 at 1000 bohr. The area under the line changes by only 1 to 3% at 100 bohr, so the total variance is much less sensitive than the peak.

**Where retardation enters.** Let $k=\omega/c$, $\kappa=\sqrt{q^2-k^2}$ and $\kappa'=\sqrt{q^2-\varepsilon k^2}$. For waves with magnetic field parallel to the surface, continuity of that field and of the tangential electric field replaces the denominator $\varepsilon+1$ by $\varepsilon+\kappa'/\kappa$. For $q\gg k$ and $\varepsilon\approx-1$, $\kappa'/\kappa\approx1+k^2/q^2$. The mode frequency therefore shifts by

$$
\delta\omega\approx-\frac{k^2}{q^2\varepsilon'}=-\frac{K\omega_S}{2}\,\frac{k^2}{q^2}.
$$

At fixed frequency $\omega_S$ the quasistatic form needs this shift to be small compared with the half-width $\gamma/2$. Since $\mathrm{Im}\,\varepsilon(\omega_S)\approx\varepsilon'\gamma/2$ and $q\sim1/z$, the condition is $(\omega_Sz/c)^2\ll\mathrm{Im}\,\varepsilon(\omega_S)$, which is 0.177 here. For weak loss this is stricter than $\omega_Sz/c\ll1$.

A retarded calculation of the reflected part of $J$ at $\omega_S$ gives, relative to the $z^{-3}$ law, 1.00003 at 100 bohr, 1.0014 at 1000 bohr, 0.86 at $10^4$ bohr and 0.33 at $3\times10^4$ bohr. These ratios exclude the free-space term, which adds $4(\omega_Sz/c)^3/\mathrm{Im}\,r$ on the same scale: negligible at the two smaller heights, about 0.01 at $10^4$ bohr and about 0.26 at $3\times10^4$ bohr. The ratio first rises slightly above one; the scale estimate above does not fix that sign. At $10^4$ bohr $(\omega_Sz/c)^2=0.09$ is already half of $\mathrm{Im}\,\varepsilon$, and the law is visibly failing.

## What each derivation assumes

Both derivations assume a sharp interface, a local linear response and negligible retardation. The first derivation, and every result here that uses the one-phonon permittivity, also takes $\varepsilon_\infty$ to be constant and real. This leaves out the zero-point fluctuations of the electrons, so the $\langle E^2\rangle$ found here is the phonon part of the vacuum noise. The general formula for $J$ does not need that assumption: if $\varepsilon(\omega)$ includes the electronic resonances, $J$ includes their noise as well, provided retardation is negligible at those much higher frequencies too. At 100 bohr it is not. For a single electronic oscillator at 0.5 or 1 Ry that gives $\varepsilon_\infty=4$, the retarded reflected variance is 0.76 or 0.62 of the quasistatic one, and it is about 400 or 630 times the phonon part. At heights comparable with the lattice spacing the local response fails altogether, and the divergence at $z\to0$ is not physical; the peak of $J$ feels phonon dispersion at much larger heights.

The first derivation also assumes an explicit harmonic lattice without loss. In return it supplies operators, mode shapes and couplings $g_q$, from which a Hamiltonian for an emitter or a nearby electron layer can be built. Its claim that bulk vibrations are silent outside was tested by diagonalizing a discretized thick slab without prescribing the surface-mode shape. The squared outside potential agreed with the formula to 0.03%, and the surface modes supplied all of it to the printed precision.

The second derivation needs no microscopic model. It assumes thermal equilibrium, here at zero temperature, and a causal $\varepsilon(\omega)$, which may contain loss and several phonon resonances. It yields the noise spectrum but does not identify the modes behind it. For one weakly damped resonance the two accounts meet: to leading order in $\gamma/\omega_S$, the area under the peak of $J$ is the sum of the squared vacuum fields of the quantized modes. The numerical output below gives the values of the local one-phonon model and the comparisons.

## Calculated quantities

```
INPUTS
transverse phonon energy        0.0070 Ry
longitudinal phonon energy      0.0085 Ry
eps_inf                         4.0
damping gamma                   8.0e-05 Ry
height z                        100 bohr
side of periodic area           4000 bohr
wavevector q of sample mode     0.009425 1/bohr
SURFACE MODE
static permittivity eps_0       5.8980
surface energy w_s              0.008222 Ry
surface energy, converted       111.86 meV
coupling constant K             0.05503
speed of light                  274.072 bohr Ry/hbar
length c/w_s                    33334 bohr
VACUUM FIELD
one-mode rms eE at z=0          2.5881e-06 Ry/bohr
one-mode rms eE at height z     1.0085e-06 Ry/bohr
all-mode rms eE at height z     2.1271e-05 Ry/bohr
all-mode rms E, converted       5.469e+06 V/m
SPECTRAL DENSITY AT w_s
Im eps(w_s)                     0.1766
Im r(w_s)                       11.3112
e^2 J at height z               3.6005e-06 Ry/bohr^2
e^2 J of free space             3.4374e-14 Ry/bohr^2
surface / free-space density    1.047e+08
TESTS
slab surface energy             0.008222 Ry
slab / formula potential^2      0.999751
surface-mode share outside      1.000000
mode energy / (w_s/2)           1.00000000
mode sum / formula              0.999439
lossy / lossless variance       0.996915
mirror trace / k0^3             -0.66466
retarded / z^-3 law, z=   100 bohr  1.00003
retarded / z^-3 law, z=  1000 bohr  1.00140
retarded / z^-3 law, z= 10000 bohr  0.86129
retarded / z^-3 law, z= 30000 bohr  0.32936
retarded exponent, 100-200 bohr -2.99989
```
